Upper bounds on the lowest excitation energy from moment ratios

Q: You have imaginary-time data from a path-integral simulation. Recovering the full excitation spectrum from them requires inverting a Laplace transform, which amplifies noise badly. What can you say about the lowest excitation energy without the inversion?

A: I can bound the energy from above, using integrals of the spectrum instead of the spectrum itself. Take a ground state |0⟩ with energy E₀ and N particles at zero temperature. The particles are probed by

ρ_q = Σ_j exp(iq·x_j).

I assume a uniform system and q ≠ 0, so ⟨0|ρ_q|0⟩ = 0 and no elastic term appears. With ħ = 1 and ω_n = E_n − E₀, define

S(ω) = (1/N) Σ_n |⟨n|ρ_q|0⟩|² δ(ω − ω_n),
m_k = ∫ ω^k S(ω) dω,
r_k = m_{k+1}/m_k.

The dependence on q is understood. Let ω_min be the lower edge of the region where S has weight, and suppose ω_min > 0. The index k may be negative. Each ratio r_k has the dimension of an energy.

Q: A ratio of two integrals is some average energy. Why should it bound anything?

A: Because S is nowhere negative. Subtract the edge energy from the ratio:

r_k − ω_min = ∫ (ω − ω_min) ω^k S dω / ∫ ω^k S dω.

Both integrands are non-negative, since S has weight only at ω ≥ ω_min > 0. Hence r_k ≥ ω_min whenever the two moments are finite. The numerator vanishes only if all the weight sits at ω_min.

Q: Then you have many bounds and no idea which is best.

A: They are ordered. Compare neighbouring ratios through the combination m_{k+1}m_{k−1} − m_k². Writing each product of moments as a double integral gives

m_{k+1}m_{k−1} − m_k² = ∬ S(ω)S(ω′) [ω^{k+1}ω′^{k−1} − ω^kω′^k] dω dω′.

The factor S(ω)S(ω′) is unchanged when ω and ω′ are exchanged, so I may replace the bracket by the average of itself and its exchanged form:

½[ω^{k+1}ω′^{k−1} + ω^{k−1}ω′^{k+1} − 2ω^kω′^k]
= ½(ωω′)^{k−1}[ω² + ω′² − 2ωω′]
= ½(ωω′)^{k−1}(ω − ω′)².

Therefore

m_{k+1}m_{k−1} − m_k² = ½∬ S(ω)S(ω′)(ωω′)^{k−1}(ω − ω′)² dω dω′ ≥ 0.

Dividing by the positive product m_k m_{k−1} gives

m_{k+1}/m_k − m_k/m_{k−1} ≥ 0, that is, r_{k−1} ≤ r_k.

Lower moments give tighter bounds, because they give more weight to low energies.

Q: Where does a square root of moments fit in?

A: Between two of the ratios. The product r₋₁r₀ = (m₀/m₋₁)(m₁/m₀) = m₁/m₋₁, so √(m₁/m₋₁) is the geometric mean of r₋₁ and r₀ and lies between them. The chain is

ω_min ≤ … ≤ r₋₂ ≤ r₋₁ ≤ √(m₁/m₋₁) ≤ r₀ ≤ r₁ ≤ …

It extends in each direction as far as the moments are finite. A slowly decaying high-energy tail can make a high moment diverge and end the chain on the right.

Q: When do the inequalities become equalities?

A: The double integral vanishes only if S gives no weight to pairs with ω ≠ ω′, which means a single frequency. So one equality r_{k−1} = r_k already forces a single line. The geometric mean equals one of its factors only when the factors agree, which leads to the same condition. Conversely, if S(ω) = Aδ(ω − ω₀), then m_k = Aω₀^k and every r_k equals ω₀, as does the square root. Equality therefore holds throughout the chain or nowhere in it.

Q: If there are several lines, can the ratios stall above the edge as k decreases?

A: They cannot, provided all the negative moments exist, which the positive edge and a finite m₀ guarantee. Suppose every r₋ₙ stayed at or above some r > ω_min. Since r₋₁ = m₀/m₋₁, r₋₂ = m₋₁/m₋₂, and so on,

m₋ₙ = m₀/(r₋₁r₋₂…r₋ₙ) ≤ m₀ r^(−n).

Now choose ε with 0 < ε < r − ω_min, and let W be the integral of S from ω_min to ω_min + ε. It is positive by the definition of the edge. Keeping that part of the moment alone gives

m₋ₙ ≥ W(ω_min + ε)^(−n).

Together these require [r/(ω_min + ε)]^n ≤ m₀/W for every n. The left side grows without limit, a contradiction. Hence r₋ₙ → ω_min.

For discrete lines at ω₁ < ω₂ < … with weights w₁, w₂, …, the excess is

r₋ₙ − ω₁ = Σ_{j≥2} w_j(ω_j − ω₁)ω_j^(−n) / Σ_j w_jω_j^(−n).

At large n the second line dominates the numerator and the first dominates the denominator, so

r₋ₙ − ω₁ ≈ (w₂/w₁)(ω₂ − ω₁)(ω₁/ω₂)^n.

A weakly excited lowest line makes the prefactor large. A second line close to the first makes the decay with n slow, but its contribution to the excess never exceeds ω₂ − ω₁.

Q: So far this is mathematics about positive functions. How do you get m₁ without knowing the spectrum?

A: From a commutator. Let the interactions depend on positions alone and set the particle mass m = 1. Then ρ_q commutes with the interaction, and the kinetic energy of one particle gives

[p²/2, e^{iqx}] = e^{iqx}(qp + q²/2),

where p and x are the components along q. Commute once more with e^{−iqx}. Since [e^{−iqx}, p] = q e^{−iqx},

[e^{−iqx}, e^{iqx}(qp + q²/2)] = e^{iqx} q [e^{−iqx}, p] = q².

Terms with two different particles commute, so [ρ_q†, [H, ρ_q]] = Nq².

Now take the ground-state average by inserting eigenstates. The two orderings give

⟨ρ_q†[H, ρ_q]⟩ = Σ_n ω_n|⟨n|ρ_q|0⟩|² = N m₁,
−⟨[H, ρ_q]ρ_q†⟩ = Σ_n ω_n|⟨n|ρ_q†|0⟩|² = N m₁.

The last equality uses inversion symmetry, under which q and −q have the same spectrum. Thus 2N m₁ = Nq², or m₁ = q²/2.

The zeroth moment is the static structure factor, m₀ = ⟨ρ_q†ρ_q⟩/N = S(q). The ratio r₀, with ħ and m restored, is the Feynman-Bijl bound:

ω_min ≤ q²/(2S(q)), or ħω_min ≤ ħ²q²/(2mS(q)).

Q: And m₋₁? Dividing by every excitation energy seems to need all of them.

A: A static force does that division. Add the weak perturbation λ(ρ_q + ρ_q†) to H. The first-order change of the ground state is

|δ⟩ = −λ Σ_n |n⟩⟨n|(ρ_q + ρ_q†)|0⟩/ω_n.

The induced density is ⟨0|ρ_q|δ⟩ + ⟨δ|ρ_q|0⟩. Momentum conservation removes products such as ⟨0|ρ_q|n⟩⟨n|ρ_q|0⟩, because ρ_q applied twice changes the total momentum by 2q. What remains is

δ⟨ρ_q⟩ = −λ Σ_n [|⟨n|ρ_q†|0⟩|² + |⟨n|ρ_q|0⟩|²]/ω_n = −2λN m₋₁.

Define the response per particle by χ(q) = δ⟨ρ_q⟩/(Nλ) in the limit λ → 0. Then χ = −2m₋₁; it is negative because density leaves the places where the potential is raised. Two members of the chain follow:

r₋₁ = m₀/m₋₁ = 2S(q)/|χ(q)|,
√(m₁/m₋₁) = √[(q²/2)/(|χ|/2)] = q/√|χ(q)|.

With units restored, the second is the static-response bound ħω_min ≤ ħq/√(m|χ|). It needs no structure factor. If S(q) is also known, 2S/|χ| is at least as tight.

Q: Do these reproduce sound at long wavelength?

A: The static-response bound reproduces the sound speed defined by the compressibility, for a large compressible system with the size taken to infinity before q → 0. A slowly varying potential U(x) = 2λ cos(qx) shifts the local chemical potential μ by −U, so the density n changes by δn = −(dn/dμ)U. Its Fourier component is

δ⟨ρ_q⟩ = ∫ δn e^{iqx} dx = −λ(dn/dμ) × volume.

Dividing by Nλ gives χ → −(1/n)(dn/dμ). With the sound speed c defined by mc² = n dμ/dn, this is χ → −1/(mc²), and the static-response bound becomes ħcq.

The order r₋₁ ≤ √(m₁/m₋₁) also limits the structure factor. In ħ = m = 1 units,

2S/|χ| ≤ q/√|χ| gives S(q) ≤ q√|χ|/2.

At long wavelength the right side becomes q/(2c), or ħq/(2mc) with units restored. If one phonon carries all the weight, this is an equality and the Feynman-Bijl bound also gives ħcq. Compressibility alone does not ensure such a phonon. The free Fermi gas in three dimensions has c = v_F/√3, but its S(ω) is a particle-hole continuum reaching down to ω = 0, with a third of the weight below cq and no line there. Its edge is zero, so the bound holds trivially and marks no mode.

Q: Is there a wave function behind each ratio, or are they just numbers?

A: For each k, consider the state |k⟩ = (H − E₀)^{k/2}ρ_q|0⟩. Expanding it in eigenstates gives

⟨k|H − E₀|k⟩/⟨k|k⟩ = Σ_n ω_n^{k+1}|⟨n|ρ_q|0⟩|² / Σ_n ω_n^k|⟨n|ρ_q|0⟩|² = r_k.

So r_k is the variational excitation energy of that state. For k = 0 it is Feynman's state ρ_q|0⟩. For k = −2 it is (H − E₀)⁻¹ρ_q|0⟩, the first-order response of the ground state to ρ_q, apart from a factor. Each step to lower k suppresses the high-energy components further.

Q: Does the chain find the lowest level with momentum q, then?

A: It finds the lowest level that ρ_q excites. A lower level of the same momentum with zero matrix element leaves no trace in S. It is still below all the bounds, but they do not converge to it.

Free bosons show the difference. On a ring of radius R, measure momentum in ħ/R and energy in ħ²/(mR²). All particles start at zero momentum, and ρ_q lifts one of them to momentum q, at a cost q²/2. This is a single line, so the chain collapses to q²/2. For q = 2 its value is 2. Two particles with momentum 1 each have the same total momentum but cost ½ + ½ = 1. The one-body operator ρ_q cannot move two particles at once, so this level has no weight.

Q: That is the easy case. Show me one where interactions spread the spectrum.

A: Put four bosons on the ring with the pair repulsion

V(θ) = V₀ exp[κ(cos θ − 1)], V₀ = 3, κ = 4,

in the same units. I diagonalize H in symmetrized plane waves with single-particle momenta from −8 to 8. At q = 2, raising this cutoff from 6 to 8 changes the lowest coupled energy by about 2×10⁻⁶. The response χ is obtained from the ground state in a weak field, λ = 0.001.

At q = 2 the calculation gives S = 0.6928 and χ = −0.5131. The bounds are

Feynman-Bijl: 4/(2 × 0.6928) = 2.887,
static response: 2/√0.5131 = 2.792,
r₋₁: 2 × 0.6928/0.5131 = 2.700.

The lowest coupled energy from the diagonalization is 2.221. Relative to it, the three bounds are high by 30%, 26% and 22%. Two further inverse moments give r₋₂ = 2.563 and r₋₃ = 2.460, the latter still 11% high. On the other side, r₁ = 3.165.

Q: Why is even the third inverse ratio so far off?

A: The lowest line holds 52% of S, and the next, at 3.385, holds 15%. The two-line estimate of the excess at n = 3 is

(0.150/0.520)(3.385 − 2.221)(2.221/3.385)³ ≈ 0.095.

The actual excess is 2.460 − 2.221 = 0.239. The second line supplies only 0.077 of it. Most of the rest, about 0.15, comes from a third line at 3.468, which holds 30% of S. Because that line lies so close to the second, it fades relative to it only as (3.385/3.468)^n, and at n = 20 the excess is still more than twice the two-line estimate. Far down the chain, m₋₉₉/m₋₁₀₀ agrees with the lowest energy to all five printed decimals, but no noisy simulation could supply such moments.

Q: Is the quality similar at other momenta?

A: No. In this table the energies are in ħ²/(mR²), and the share is the fraction of S in the lowest coupled line.

q | ω_min | share | r₋₁ | static | Feynman-Bijl
1 | 1.458 | 0.990 | 1.468 | 1.476 | 1.485
2 | 2.221 | 0.520 | 2.700 | 2.792 | 2.887
3 | 2.458 | 0.220 | 4.155 | 4.439 | 4.743

At q = 1 one line nearly exhausts S, and the Feynman-Bijl value is 1.8% high. At q = 3 it is 93% high. Bounds that lie close together indicate that most of the weight sits in a limited range of energies, which may hold one line or several, but the test is weak. For a narrow distribution r₀/r₋₁ − 1 is about the square of the relative rms width of S. Two equal lines at 1 and 1.2 give only 0.8%, and at q = 2 the spread is 7% while the rms width is 31% of the mean energy. They do not prove that ω_min lies in that range: a line below the rest would hardly change these three numbers if its weight were a small part of m₀ and its weight divided by its energy a small part of m₋₁.

Q: The energies at q = 1 and q = 3 differ by 1.000. Accident?

A: It follows from changing the frame. Add one unit of momentum to every particle. The interaction depends on relative positions and is unaffected, while the kinetic energy changes by

½Σ_j[(p_j + 1)² − p_j²] = Σ_j p_j + N/2.

Starting from total momentum −1 with N = 4, the new momentum is 3 and the energy change is −1 + 2 = 1. By reflection, the levels at −1 and 1 agree. Hence each level at momentum 3 lies one unit above a level at momentum 1. The density operator, however, excites the shifted levels with different weights: the share of the lowest falls from 0.990 to 0.220. The bounds are poor at q = 3 for that reason.

Q: Return to the simulation. How do you get inverse moments from imaginary time?

A: A ground-state path-integral method gives the correlation function

F(τ) = (1/N)⟨0|ρ_q† e^{−τ(H−E₀)}ρ_q|0⟩ = ∫ S(ω)e^{−ωτ} dω.

Multiply by τ^n/n! and integrate over τ. Since ∫₀^∞ τ^n e^{−ωτ} dτ = n!/ω^{n+1},

m₋ₙ₋₁ = ∫₀^∞ (τ^n/n!) F(τ) dτ.

This is ordinary integration, with no inverse Laplace transform. For the ring at q = 2, propagating ρ_q|0⟩ in imaginary time and integrating by Simpson's rule gives m₋₁ = 0.2566 and m₋₂ = 0.1001. Their ratio is the 2.563 found above.

Q: Then take n large and the problem is solved.

A: Noise prevents that. For a line at ω the integrand τ^n e^{−ωτ} peaks at τ = n/ω, so each higher n draws on later times, where F has decayed. An error δF(τ) enters multiplied by τ^n. Moreover, the inequalities apply to exact moments. A ratio of noisy estimates can fall below ω_min, so its statistical error must accompany it. Cutting off the τ integral also introduces an error that has to be estimated.

Q: My simulation runs at finite temperature. Does the chain survive?

A: Not as it stands. Let β be the inverse temperature and average over thermal initial states. Transitions can now release energy, and with inversion symmetry S(−ω) = e^{−βω}S(ω). Assume no weight at ω = 0, and let ω_min be the lowest positive transition energy with weight. Folding negative frequencies onto positive ones gives

m₀ = ∫₀^∞ S(1 + e^{−βω}) dω,
m₁ = ∫₀^∞ ωS(1 − e^{−βω}) dω,
m₋₁ = ∫₀^∞ ω⁻¹S(1 − e^{−βω}) dω.

Because (1 − e^{−βω})/(1 + e^{−βω}) = tanh(βω/2), the ratio m₁/m₀ is an average of ω tanh(βω/2). It can lie below ω_min. By contrast, m₁/m₋₁ is an average of ω² with the positive weight ω⁻¹S(1 − e^{−βω}), so √(m₁/m₋₁) ≥ ω_min still holds. With the same weight, m₀/m₋₁ is an average of ω coth(βω/2), also at least ω_min.

A harmonic oscillator probed by its displacement has one transition energy. For ω = 1.5 and β = 0.8, in units ħ = 1, a sum over thermal levels gives m₁/m₀ = 0.806, √(m₁/m₋₁) = 1.500 and m₀/m₋₁ = 2.793. The first is no longer an upper bound, and the order of the three is reversed.

Q: Can I still get the surviving bound from thermal data?

A: Yes, as long as there is still no weight at ω = 0. With F(τ) = ∫ S(ω)e^{−ωτ} dω now taken over both signs of ω,

∫₀^β F dτ = ∫ S(ω)(1 − e^{−βω})/ω dω = m₋₁ − ∫ S(−ω)/ω dω = 2m₋₁.

The last step substitutes ω → −ω, which turns the remaining integral into −m₋₁. The double commutator is a number, so its thermal average again gives m₁ = q²/2. Therefore

ω_min ≤ q/√(∫₀^β F(τ) dτ).

The condition at ω = 0 matters. On the ring with q = 2, ρ_q connects the degenerate levels of total momentum −1 and 1, which puts some weight S₀ at ω = 0. This adds the constant S₀ to F(τ) and βS₀ to the integral, so the right side comes out too small. For one free particle at β = 2 it is 1.93, below the lowest positive transition energy, 2. Subtracting S₀ from F before integrating restores the bound, which is then 2.46.

At finite temperature ω_min may belong to a transition between two excited states, and the bound then says little. For the four bosons at q = 1 and β = 4 the right side is 1.476, while the transition between the lowest levels of momentum 2 and 3 has some weight at 2.458 − 2.221 = 0.237. The thermal value is not shown here to bound the excitation energy of the ground state. As the temperature goes to zero, such transitions lose their weight, and the right side tends to q/√|χ|, the static-response bound on the excitation energy of the ground state.
